# Strictly correlated electrons in a one-dimensional Lorentzian density

## Problem

Two electrons move on a line with the density

$$n(x)=\frac{2}{\pi}\,\frac{1}{1+x^2},$$

and repel each other by $1/|x-y|$. Hartree atomic units are used, so $x$ is in bohr and energies are in hartree. In the strong-coupling limit the kinetic energy is left out and the repulsion alone is minimized at fixed density:

$$V_{ee}^{\rm SCE}[n]=\inf_{P}\iint \frac{P(x,y)}{|x-y|}\,dx\,dy .$$

Here $P(x,y)=P(y,x)\ge 0$ is the probability density for finding the two electrons at $x$ and $y$. Each of its marginals must be $n/2$, so that the two electrons together give $n$. SCE stands for strictly correlated electrons: the position $x$ of one electron fixes the position $f(x)$ of the other. The map $f$ is called the co-motion function. As a candidate, take the $f$ for which the density between $x$ and $f(x)$ integrates to one electron.

(a) Show that $f(x)=-1/x$, and that this state has the density $n$.

(b) Show that its repulsion energy is $1/\pi$.

(c) Find the potential $v(x)$, vanishing at infinity, whose negative $-v$ is the external potential that balances the repulsive forces in this state.

(d) Prove that no other state with this density has a lower repulsion, so that $V_{ee}^{\rm SCE}[n]=1/\pi$, and relate $v$ to the functional derivative of $V_{ee}^{\rm SCE}$.

## Solution

### (a) The co-motion function

The density integrates to $(2/\pi)\,\pi=2$, and by symmetry each half-line holds one electron. For $x<0$ there is less than one electron to the left of $x$, so the partner must lie to the right:

$$1=\int_x^{f(x)}n(s)\,ds=\frac{2}{\pi}\left[\arctan f(x)-\arctan x\right].$$

Hence $\arctan f(x)=\arctan x+\pi/2$. Since $\tan(\theta+\pi/2)=-1/\tan\theta$,

$$f(x)=-\frac1x .$$

For $x>0$ the partner lies to the left, and the same integral taken from $f(x)$ to $x$ gives $\arctan f(x)=\arctan x-\pi/2$. The tangent has period $\pi$, so the result is again $-1/x$. At the single point $x=0$, which carries no weight, the partner has moved off to infinity.

The corresponding pair probability is

$$P(x,y)=\tfrac12 n(x)\,\delta\big(y-f(x)\big).$$

Integration over $y$ gives $n(x)/2$. For the other marginal, the distribution of $y=f(x)$ is needed. Because $f(f(x))=x$ and $f'(x)=1/x^2$,

$$n(f(x))\,|f'(x)|=\frac{2}{\pi}\,\frac{1}{1+1/x^2}\,\frac{1}{x^2}=\frac{2}{\pi}\,\frac{1}{1+x^2}=n(x).$$

The map therefore carries the density into itself, and $y$ is also distributed as $n/2$. Since $f$ is its own inverse, exchanging the electrons leaves $P$ unchanged. The state is allowed.

### (b) Its repulsion energy

The distance between the electrons is

$$|x-f(x)|=\left|x+\frac1x\right|=\frac{1+x^2}{|x|}.$$

It is smallest, 2 bohr, at $x=\pm1$, so the electrons never come close. With the factor $\tfrac12$ from $P$,

$$\frac12\int_{-\infty}^{\infty}\frac{n(x)}{|x-f(x)|}\,dx=\frac1\pi\int_{-\infty}^{\infty}\frac{|x|}{(1+x^2)^2}\,dx=\frac2\pi\int_0^\infty\frac{x}{(1+x^2)^2}\,dx .$$

The last integrand is the derivative of $-1/[2(1+x^2)]$, so the integral is $\tfrac12$ and the energy is

$$\frac2\pi\cdot\frac12=\frac1\pi .$$

This equals 0.318310 hartree, or 8.662 eV. So far it is an upper bound on the infimum.

Sharing the density is not enough to give a low energy. The mirror state $y=-x$ also has density $n$, but its repulsion $\tfrac12\int n(x)/(2|x|)\,dx$ diverges at $x=0$, where the electrons meet. Another allowed state places the partner a quarter further along the cumulative distribution of $n/2$, starting again from the left end when the right end is passed, and is averaged with its exchanged copy. Its energy is finite but higher, 0.568310 hartree.

### (c) The potential

In the external potential $-v$, the total potential energy of the pair is

$$E(x,y)=\frac{1}{|x-y|}-v(x)-v(y).$$

The forces balance when $\partial E/\partial x=0$ on the curve $y=f(x)$, that is

$$v'(x)=\left.\frac{\partial}{\partial x}\frac{1}{|x-y|}\right|_{y=f(x)},$$

with $y$ held fixed during the differentiation. The condition $\partial E/\partial y=0$ for the partner is the same equation taken at the point $f(x)$, because $E$ is symmetric in $x$ and $y$ and $f(f(x))=x$. For $x>0$ the partner is on the left, so $|x-y|=x-y$ and

$$v'(x)=-\frac{1}{(x-f(x))^2}=-\frac{x^2}{(1+x^2)^2}.$$

For $x<0$ we have $|x-y|=y-x$, and the sign is reversed. The slope is odd and $v$ vanishes at both ends, so $v$ is even. For $x>0$,

$$v(x)=\int_x^\infty\frac{s^2}{(1+s^2)^2}\,ds .$$

To integrate, note that

$$\frac{d}{ds}\frac{s}{1+s^2}=\frac{1-s^2}{(1+s^2)^2}=\frac{1}{1+s^2}-\frac{2s^2}{(1+s^2)^2},$$

and solve for the integrand:

$$\frac{s^2}{(1+s^2)^2}=\frac12\left[\frac{1}{1+s^2}-\frac{d}{ds}\frac{s}{1+s^2}\right].$$

The first term integrates to $\pi/2-\arctan x=\arctan(1/x)$. The second contributes $+x/(1+x^2)$, because the boundary term at infinity vanishes. Using evenness for $x<0$,

$$\boxed{\,v(x)=\frac12\left[\arctan\frac{1}{|x|}+\frac{|x|}{1+x^2}\right],\qquad v(0)=\frac{\pi}{4}\,}$$

where $v(0)$ is the limit from either side.

For large $|x|$, the expansions $\arctan(1/|x|)=1/|x|-1/(3|x|^3)+\dots$ and $|x|/(1+x^2)=1/|x|-1/|x|^3+\dots$ give

$$v(x)=\frac{1}{|x|}-\frac{2}{3|x|^3}+\dots$$

The leading term is the repulsion from one electron near the origin, which is where the partner $-1/x$ then sits. Near the origin $v'\approx-x^2$ for $x>0$, so $v\approx\pi/4-|x|^3/3$. The potential is flat there because the partner is far away and exerts little force.

### (d) Optimality and the functional derivative

Balanced forces show only that $E$ is stationary along the curve. A proof of optimality needs the curve to be the global minimum of $E$.

**Value on the curve.** For $x>0$, $f(x)=-1/x$ and evenness give $v(f(x))=v(1/x)$. Since $(1/x)/(1+1/x^2)=x/(1+x^2)$,

$$v(x)+v(f(x))=\frac12\left[\arctan\frac1x+\arctan x\right]+\frac{x}{1+x^2}=\frac\pi4+\frac{1}{|x-f(x)|}.$$

The case $x<0$ follows by symmetry. Define $u(x)=v(x)-\pi/8$, which absorbs the constant:

$$u(x)+u(f(x))=\frac{1}{|x-f(x)|}.$$

**Inequality everywhere else.** The claim is

$$u(x)+u(y)\le\frac{1}{|x-y|}\qquad\text{for all }x\neq y .$$

First let the electrons be on opposite sides, at $s>0$ and $-t<0$, and define

$$F(s,t)=\frac{1}{s+t}-u(s)-u(t).$$

From part (c), $-u'(t)=t^2/(1+t^2)^2=1/(t+1/t)^2$, so

$$\frac{\partial F}{\partial t}=-\frac{1}{(s+t)^2}+\frac{1}{(t+1/t)^2}.$$

This is negative for $t<1/s$ and positive for $t>1/s$. At fixed $s$ the minimum of $F$ is therefore at $t=1/s$, which is the partner position, and there $F=0$. Hence $F\ge0$.

If both electrons are on the same side, at distances $s$ and $t$ from the origin, then $|s-t|<s+t$, and

$$\frac{1}{|s-t|}>\frac{1}{s+t}\ge u(s)+u(t).$$

The case of one electron at the origin follows by continuity.

**Lower bound.** Average the inequality over any allowed $P$. Each marginal is $n/2$, so

$$\iint\frac{P(x,y)}{|x-y|}\,dx\,dy\ \ge\ \iint P(x,y)\,[u(x)+u(y)]\,dx\,dy=\int n(x)\,u(x)\,dx .$$

The right side does not depend on $P$. Because $f$ preserves the density, $\int n(x)u(f(x))\,dx=\int n(x)u(x)\,dx$, and therefore

$$\int n\,u\,dx=\frac12\int n(x)\,[u(x)+u(f(x))]\,dx=\frac12\int\frac{n(x)}{|x-f(x)|}\,dx=\frac1\pi .$$

The lower bound equals the energy found in (b). Thus $V_{ee}^{\rm SCE}[n]=1/\pi$, and it is attained by $f(x)=-1/x$. Any two-electron quantum state with this density supplies an allowed $P$, so its expected repulsion is at least $1/\pi$ hartree.

**Functional derivative.** The inequality for $u$ does not refer to the density, so it also bounds the energy of a changed density $n+\varepsilon h$, with $\int h\,dx=0$ and $n+\varepsilon h\ge0$ for small $\varepsilon$ of either sign:

$$V_{ee}^{\rm SCE}[n+\varepsilon h]\ \ge\ \int u\,(n+\varepsilon h)\,dx=V_{ee}^{\rm SCE}[n]+\varepsilon\int u\,h\,dx .$$

Subtract $V_{ee}^{\rm SCE}[n]$ and divide by $\varepsilon$. For $\varepsilon>0$ the difference quotient is at least $\int uh\,dx$; for $\varepsilon<0$ it is at most that. Where the two-sided derivative exists, it must therefore be

$$\left.\frac{d}{d\varepsilon}V_{ee}^{\rm SCE}[n+\varepsilon h]\right|_{\varepsilon=0}=\int u\,h\,dx=\int v\,h\,dx .$$

The constant $\pi/8$ drops out because $\int h\,dx=0$. In this sense $v$ is the functional derivative of $V_{ee}^{\rm SCE}$, up to a constant that a fixed electron number leaves free.

### Numerical example

Put one electron at $x=2$ bohr. Its partner is at $-0.5$ bohr, their distance is $2.5$ bohr and their repulsion is $1/2.5=0.4$ hartree. The potentials are

$$v(2)=\tfrac12\left[\arctan\tfrac12+\tfrac25\right]=0.4318,\qquad v(-\tfrac12)=\tfrac12\left[\arctan2+\tfrac25\right]=0.7536$$

in hartree. Their sum is $1.1854$, and $1.1854-0.4=0.7854$, which is $\pi/4$ as required on the curve.

The minimum can also be found without assuming $f$. Represent $n/2$ by 400 points of equal weight and search for the assignment of partners with the lowest mean repulsion. The optimal partners satisfy $x\,y=-1$ to within $1.3\times10^{-13}$, and the energy is 0.318313 hartree, which differs from $1/\pi$ by about one part in $10^5$. The match of the partners is at the level of rounding error because the points sit at the midpoints of 400 equal steps of the cumulative distribution, and $-1/x$ shifts this set by 200 steps onto itself. The search shows that this pairing is the best among all pairings of the points. With an odd number of points the exact partner is not in the set, and $x\,y=-1$ holds only approximately.

The same search tests the functional derivative. Let $h=g-n$, where $g$ is a two-electron Lorentzian centred at 0.50 bohr with half-width 0.80 bohr. A central difference with $\varepsilon=\pm0.010$ gives 0.03650 hartree for the derivative, and $\int v\,h\,dx$ gives 0.03650 hartree.

### What depends on the density

The form $-1/x$ rests on the property $n(-1/x)/x^2=n(x)$ shown in (a). Any positive two-electron density with this property has the same co-motion function: the map $s\to-1/s$ sends the interval between $x$ and $-1/x$ onto the rest of the line, so the two parts hold equal charge, one electron each. The potential $v$ and the proof in (d) then carry over unchanged, while the energy $\int n\,u\,dx$ in general differs from $1/\pi$. The property is tied to the length scale. If all positions are stretched by a factor $a$, the density becomes $(2/\pi)\,a/(a^2+x^2)$, the partner of $x$ is at $-a^2/x$, and every distance grows by $a$, so the minimum repulsion becomes $1/(\pi a)$. For a density without this property, the one-electron integral in (a) must be solved afresh and the force balance in (c) gives a new potential. The inequality in (d) was proved here only for the potential belonging to $f(x)=-1/x$.

## Computed values

```
number of electrons: 2.000000
example position x: 2.0000 bohr
partner position f(x): -0.5000 bohr
distance: 2.5000 bohr
repulsion at this distance: 0.4000 hartree
v at x: 0.4318 hartree
v at f(x): 0.7536 hartree
sum of the two potentials: 1.1854 hartree
sum minus repulsion: 0.7854 hartree
v at the origin: 0.7854 hartree
Vee SCE by quadrature: 0.318310 hartree
Vee SCE converted: 8.662 eV
lower bound, integral of u n: 0.318310 hartree
points in the assignment: 400
Vee from optimal assignment: 0.318313 hartree
largest |x*partner + 1| in assignment: 1.3e-13
Vee of quarter-shift state: 0.568310 hartree
lowest total potential energy on grid: -0.785398 hartree
centre of second Lorentzian: 0.50 bohr
half-width of second Lorentzian: 0.80 bohr
mixing step: 0.010
dVee/dmix from assignments: 0.03650 hartree
dVee/dmix from potential: 0.03650 hartree
distance for tail test: 100 bohr
x*v(x) at that distance: 0.999933
tail coefficient (1 - x*v)*x^2: 0.6666 bohr^2
```
